# The massless scalar box derived two ways and continued to scattering: a program that tests the result

```python
"""
Result under test: the massless one-loop scalar box in d = 4 - 2 eps,
  I4 = c_Gamma/(s t) * { 2/eps^2 [(-s)^(-eps) + (-t)^(-eps)]
                         - [ln(-s) - ln(-t)]^2 - pi^2 } + O(eps),
  c_Gamma = Gamma(1+eps) Gamma(1-eps)^2 / Gamma(1-2 eps),
and its continuation to s > 0, t < 0 with ln(-s) = ln(s) - i pi.
Loop measure: d^d l / (i pi^(d/2)).  S = -s/mu^2 and T = -t/mu^2.
"Brace" is the curly bracket, i.e. s t I4 / c_Gamma.
Natural units, hbar = c = 1.  The integral converges for -1 < eps < 0.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.special import gamma

PI = np.pi


def parameter_box(inv, eps, angle=0.0, step=0.5, reach=40.0):
    """Feynman-parameter integral by the trapezoidal rule in log(a_i), a4 = 1.
    inv[(i, j)] multiplies a_i a_j; a1 runs along a ray of the given angle."""
    grid = np.arange(-reach, reach + step / 2, step)
    a2 = np.exp(grid)[:, None]
    a3 = np.exp(grid)[None, :]
    c = {(i, j): inv.get((i, j), 0.0) for i in range(1, 5)
         for j in range(i + 1, 5)}
    total = 0.0
    for g in grid:
        a1 = np.exp(g) if angle == 0.0 else np.exp(g + 1j * angle)
        first = 1 + a1 + a2 + a3
        second = (a1 * (c[1, 2] * a2 + c[1, 3] * a3 + c[1, 4])
                  + c[2, 3] * a2 * a3 + c[2, 4] * a2 + c[3, 4] * a3)
        total += a1 * np.sum(a2 * a3 * first**(2 * eps)
                             * second**(-2 - eps))
    return gamma(2 + eps) * step**3 * total


def momentum_box_5d(points):
    """Euclidean loop integral over d^5 l / pi^(5/2), collinear points."""
    p, q, r0, k = points

    def transverse(z):
        b1, b2, b3, b4 = (z-p)**2, (z-q)**2, (z-r0)**2, (z-k)**2

        def f(r):
            r2 = r * r
            return r * r2 / ((r2+b1) * (r2+b2) * (r2+b3) * (r2+b4))
        return 2 * PI**2 * quad(f, 0, np.inf, epsabs=1e-12,
                                epsrel=1e-9, limit=200)[0]
    edges = [-np.inf, p, q, r0, k, np.inf]
    return sum(quad(transverse, lo, hi, epsabs=1e-9, epsrel=1e-8,
                    limit=100)[0]
               for lo, hi in zip(edges[:-1], edges[1:])) / PI**2.5


def reduced_integral(log_S, T, eps, step=0.1):
    """J = int_0^1 dx {[T(1-x)]^(-1-eps) - (S x)^(-1-eps)}/[S x - T(1-x)]
    on a uniform grid in log(x/(1-x)) that straddles the removable point."""
    n = int(38.0 / abs(eps) / step)
    v = np.log(T) - np.real(log_S) + (np.arange(-n, n) + 0.5) * step
    log_x = -np.logaddexp(0, -v)
    log_1mx = -np.logaddexp(0, v)
    numerator = (np.exp((-1 - eps) * np.log(T) + log_x - eps * log_1mx)
                 - np.exp((-1 - eps) * log_S + log_1mx - eps * log_x))
    denominator = np.exp(log_S) * np.exp(log_x) - T * np.exp(log_1mx)
    return step * np.sum(numerator / denominator)


def c_gamma(eps):
    return gamma(1 + eps) * gamma(1 - eps)**2 / gamma(1 - 2 * eps)


def full_brace(log_S, T, eps):
    return (-2 / eps * np.exp(log_S) * T
            * reduced_integral(log_S, T, eps))


def formula_brace(log_S, T, eps):
    return (2 / eps**2 * (np.exp(-eps * log_S) + T**(-eps))
            - (log_S - np.log(T))**2 - PI**2)


def limit_at_zero(func, h=-0.002):
    """Linear extrapolation of func(eps) to eps = 0."""
    return 2 * func(h / 2) - func(h)


# ---- kinematics from explicit light-like momenta -------------------------
sqrt_s, angle_deg, mu = 10.0, 60.0, 8.0
E, chi = sqrt_s / 2, np.radians(angle_deg)
p1 = E * np.array([1, 0, 0, 1.0])
p2 = E * np.array([1, 0, 0, -1.0])
p3 = -E * np.array([1, np.sin(chi), 0, -np.cos(chi)])
metric = np.array([1, -1, -1, -1.0])


def square(p):
    return float(np.sum(metric * p * p))


s, t = square(p1 + p2), square(p2 + p3)
u = square(p1 + p3)
assert abs(s + t + u) < 1e-10 and s > 0 and t < 0 and u < 0
offsets = np.array([0 * p1, p1, p1 + p2, p1 + p2 + p3])
weights = np.array([0.13, 0.32, 0.21, 0.34])
delta_def = square(weights @ offsets) - sum(
    w * square(q) for w, q in zip(weights, offsets))
delta_formula = (-s * weights[0] * weights[2]
                 - t * weights[1] * weights[3])
assert abs(delta_def - delta_formula) < 1e-10

# ---- momentum integral against parameter integral (off-shell legs, d=5) --
pts = [0.0, 1.0, 2.5, 4.0]
off_shell = {(i + 1, j + 1): (pts[i] - pts[j])**2
             for i in range(4) for j in range(i + 1, 4)}
mom5 = momentum_box_5d(pts)
par5 = parameter_box(off_shell, -0.5)
assert abs(mom5 / par5 - 1) < 1e-5

# ---- parameter integral against one-dimensional form ---------------------
s_hat, T = s / mu**2, -t / mu**2
log_euclid = np.log(s_hat)
log_phys = np.log(s_hat) - 1j * PI


def box_from_J(log_S, eps):
    return -2 * c_gamma(eps) / eps * reduced_integral(log_S, T, eps)


euclid_direct = {}
for e in (-0.5, -0.7):
    euclid_direct[e] = parameter_box({(1, 3): s_hat, (2, 4): T}, e)
    assert abs(euclid_direct[e] / box_from_J(log_euclid, e) - 1) < 1e-6
# rotating a1 by +pi/2 is the contour allowed by -s - i0
phys_direct = parameter_box({(1, 3): -s_hat, (2, 4): T}, -0.5, PI / 2)
phys_reduced = box_from_J(log_phys, -0.5)
assert abs(phys_direct / phys_reduced - 1) < 1e-6

# ---- folded integral and dilogarithm steps -------------------------------
e0 = -0.5
folded = mp.quad(lambda w: (w**(-1 - e0) - 1) / (1 - w)
                 * ((s_hat + T * w)**e0 + (T + s_hat * w)**e0),
                 [0, 0.5, 1])
unfolded = (s_hat * T)**(1 + e0) * reduced_integral(log_euclid, T, e0)
assert abs(float(folded) - unfolded) < 1e-8
ratio = s_hat / T
log_integral = mp.quad(lambda w: mp.log(w) / (1 - w), [0, 0.5, 1])
assert abs(log_integral + mp.pi**2 / 6) < 1e-9
dilog_sum = 0
for r in (ratio, 1 / ratio):
    piece = mp.quad(lambda w: mp.log(1 + r * w) / w, [0, 0.5, 1])
    assert abs(piece + mp.polylog(2, -r)) < 1e-9
    dilog_sum -= piece
inversion = -PI**2 / 6 - np.log(ratio)**2 / 2
assert abs(float(mp.re(dilog_sum)) - inversion) < 1e-9

# ---- final formula and Laurent form, both regions ------------------------
lt = np.log(T)
ls = np.log(s_hat)
ell = np.log(s / -t)
laurent = {
    "euclid": (4.0, -2 * (ls + lt), 2 * ls * lt - PI**2),
    "phys": (4.0, -2 * (ls + lt - 1j * PI),
             2 * ls * lt - PI**2 - 2j * PI * lt)}
left_over = {}
for name, log_S in (("euclid", log_euclid), ("phys", log_phys)):
    left_over[name] = limit_at_zero(
        lambda e: full_brace(log_S, T, e) - formula_brace(log_S, T, e))
    assert abs(left_over[name]) < 1e-3
    c2, c1, c0 = laurent[name]
    rest = limit_at_zero(
        lambda e: full_brace(log_S, T, e) - c2 / e**2 - c1 / e - c0)
    assert abs(rest) < 1e-3


def naive_brace(e):
    return (2 / e**2 * (np.exp(-e * log_phys) + T**(-e))
            - ell**2 - PI**2)


naive_error = limit_at_zero(
    lambda e: full_brace(log_phys, T, e) - naive_brace(e))
assert abs(naive_error - (PI**2 + 2j * PI * ell)) < 1e-3


# ---- printed numbers -----------------------------------------------------
def show(z, digits=6):
    z = complex(z)
    return f"{z.real:.{digits}f} {z.imag:+.{digits}f} i"


print(f"sqrt(s) = {sqrt_s:.1f} GeV, angle = {angle_deg:.1f} deg")
print(f"mu = {mu:.1f} GeV")
print(f"s = {s:.4f} GeV^2")
print(f"t = {t:.4f} GeV^2")
print(f"u = {u:.4f} GeV^2")
print(f"ln(s/mu^2) = {ls:.6f}")
print(f"ln(|t|/mu^2) = {lt:.6f}")
print(f"ln(s/|t|) = {ell:.6f}")
print("Off-shell test box, d=5, points 0, 1, 2.5, 4 (dimensionless):")
print(f"  momentum integral  = {mom5:.7f}")
print(f"  parameter integral = {par5:.7f}")
print("mu^4 I4 (dimensionless), parameter integral | from J:")
for e in (-0.5, -0.7):
    print(f"  Euclidean, eps={e}: {euclid_direct[e]:.7f} | "
          f"{box_from_J(log_euclid, e):.7f}")
print(f"  physical, eps=-0.5: {show(phys_direct)}")
print(f"    from J:           {show(phys_reduced)}")
print(f"Li2(-S/T)+Li2(-T/S) at Euclidean point = "
      f"{float(mp.re(dilog_sum)):.6f}")
for name, log_S in (("euclid", log_euclid), ("phys", log_phys)):
    print(f"Brace at {name} point (dimensionless):")
    for e in (-0.1, -0.01, -0.001):
        full = full_brace(log_S, T, e)
        short = formula_brace(log_S, T, e)
        print(f"  eps={e}: full    {show(full, 5)}")
        print(f"    formula {show(short, 5)}")
        print(f"    full-formula {show(full - short, 5)}")
    print(f"  |difference| extrapolated to eps=0: "
          f"{abs(left_over[name]):.1e}")
print(f"Error if ln^2|s/t| is used: {show(naive_error, 4)}")
for name, product in (("euclid", -s * t), ("phys", s * t)):
    print(f"I4/c_Gamma at {name} point, Laurent coefficients:")
    for label, c in zip(("eps^-2", "eps^-1", "eps^0 "), laurent[name]):
        print(f"  {label}: {show(1e3 * c / product)} (10^-3 GeV^-4)")
print("ALL CHECKS PASSED")
```

Printed output:

```
sqrt(s) = 10.0 GeV, angle = 60.0 deg
mu = 8.0 GeV
s = 100.0000 GeV^2
t = -25.0000 GeV^2
u = -75.0000 GeV^2
ln(s/mu^2) = 0.446287
ln(|t|/mu^2) = -0.940007
ln(s/|t|) = 1.386294
Off-shell test box, d=5, points 0, 1, 2.5, 4 (dimensionless):
  momentum integral  = 0.0928055
  parameter integral = 0.0928055
mu^4 I4 (dimensionless), parameter integral | from J:
  Euclidean, eps=-0.5: 19.6334230 | 19.6334236
  Euclidean, eps=-0.7: 8.1658035 | 8.1658035
  physical, eps=-0.5: -17.341873 +13.789635 i
    from J:           -17.341874 +13.789634 i
Li2(-S/T)+Li2(-T/S) at Euclidean point = -2.605840
Brace at euclid point (dimensionless):
  eps=-0.1: full    380.88152 +0.00000 i
    formula 379.39291 +0.00000 i
    full-formula 1.48861 +0.00000 i
  eps=-0.01: full    39890.70697 +0.00000 i
    formula 39890.54487 +0.00000 i
    full-formula 0.16210 +0.00000 i
  eps=-0.001: full    3999001.86717 +0.00000 i
    formula 3999001.85081 +0.00000 i
    full-formula 0.01635 +0.00000 i
  |difference| extrapolated to eps=0: 3.2e-05
Brace at phys point (dimensionless):
  eps=-0.1: full    380.41134 -56.78210 i
    formula 379.02707 -55.91373 i
    full-formula 1.38427 -0.86836 i
  eps=-0.01: full    39890.65208 -622.39814 i
    formula 39890.50154 -622.31475 i
    full-formula 0.15054 -0.08339 i
  eps=-0.001: full    3999001.86159 -6277.27766 i
    formula 3999001.84641 -6277.26935 i
    full-formula 0.01518 -0.00830 i
  |difference| extrapolated to eps=0: 2.9e-05
Error if ln^2|s/t| is used: 9.8696 +8.7104 i
I4/c_Gamma at euclid point, Laurent coefficients:
  eps^-2: 1.600000 +0.000000 i (10^-3 GeV^-4)
  eps^-1: 0.394976 +0.000000 i (10^-3 GeV^-4)
  eps^0 : -4.283452 +0.000000 i (10^-3 GeV^-4)
I4/c_Gamma at phys point, Laurent coefficients:
  eps^-2: -1.600000 +0.000000 i (10^-3 GeV^-4)
  eps^-1: -0.394976 -2.513274 i (10^-3 GeV^-4)
  eps^0 : 4.283452 -2.362496 i (10^-3 GeV^-4)
ALL CHECKS PASSED
```
